\section*{Why the total decay rate of a sublevel J M is independent of M}

\section{From photon emission to the sum over sublevels}

\subsection{The question}

Polarized light can excite the sublevels of an atomic level unevenly. A gas of hydrogen atoms prepared in $3d_{3/2}$ may hold most of its atoms in $M=3/2$ and few in $M=1/2$. The two kinds of atom emit differently: they reach the lower sublevels with different probabilities, and their light has a different distribution over directions and polarizations. One may therefore ask whether they also live for different times, and whether a program that follows the populations needs a separate lifetime for each $M$.

In free space it does not. Let the upper level have angular momentum $J$ and the lower level $J'$, and let $\mathbf d$ be the electric dipole operator of the atom. Summed over the final sublevels $M'$, the directions of the photon and its polarizations, the rate is
\begin{equation}
A(JM\to J')=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}\,
\frac{|\langle J'\|d\|J\rangle|^2}{2J+1}.
\label{result}
\end{equation}
The reduced element $\langle J'\|d\|J\rangle$ contains no magnetic quantum number. The reduced element squared over $2J+1$ is the squared dipole strength belonging to one upper sublevel; the factor in front turns it into a rate.

Equation \eqref{result} rests on four assumptions. The coupling to the field is weak, so that the golden rule applies. The wavelength is long compared with the atom. The surrounding vacuum is isotropic. Finally, the sublevels within each level have the same energy, so that a single angular frequency $\omega$ belongs to all components $M\to M'$. SI units are used, and $\mathbf J$ denotes the angular momentum divided by $\hbar$.

\subsection{The rate into one direction}

Put the atom at the origin of a periodic cubic box of volume $V$. A mode with unit wave vector $\mathbf n$ and polarization $\boldsymbol\epsilon$ contributes to the electric field at the atom
\begin{equation}
\mathbf E=i\mathcal E\left(\boldsymbol\epsilon\,a-\boldsymbol\epsilon^*a^\dagger\right),
\qquad \mathcal E^2=\frac{\hbar\omega}{2\varepsilon_0V}.
\end{equation}
The amplitude follows from the zero-point energy. In the vacuum state $\langle \mathbf E^2\rangle=\mathcal E^2$, because the term $aa^\dagger$ alone contributes. The electric energy is $\varepsilon_0V\mathcal E^2/2$, the magnetic energy is equal to it, and their sum must be $\hbar\omega/2$.

The interaction is $-\mathbf d\cdot\mathbf E$. Between the atomic state $i$ without a photon and the state $f$ with one photon, the creation operator gives
\begin{equation}
\langle f,1|-\mathbf d\cdot\mathbf E|i,0\rangle
=i\mathcal E\,\boldsymbol\epsilon^*\cdot\mathbf d_{fi},
\qquad \mathbf d_{fi}=\langle f|\mathbf d|i\rangle .
\end{equation}
The wave factor $e^{-i\mathbf k\cdot\mathbf r}$ has been replaced by 1, which is the long-wavelength assumption.

The allowed wave vectors form a cubic lattice with one point per volume $(2\pi)^3/V$. The number of modes of one polarization in $d\Omega$ and in the interval $dk$ is $Vk^2\,dk\,d\Omega/(2\pi)^3$. With photon energy $E=\hbar ck$ one has $k=\omega/c$ and $dk=dE/(\hbar c)$, so the number per unit energy is
\begin{equation}
\rho\,d\Omega=\frac{V\omega^2}{8\pi^3\hbar c^3}\,d\Omega .
\end{equation}
The golden rule then gives
\begin{align}
\frac{dW}{d\Omega}
&=\frac{2\pi}{\hbar}\,\frac{\hbar\omega}{2\varepsilon_0V}\,
|\boldsymbol\epsilon^*\cdot\mathbf d_{fi}|^2\,
\frac{V\omega^2}{8\pi^3\hbar c^3}\nonumber\\
&=\frac{\omega^3}{8\pi^2\varepsilon_0\hbar c^3}\,
|\boldsymbol\epsilon^*\cdot\mathbf d_{fi}|^2 .
\label{direction}
\end{align}
The volume of the box has cancelled.

\subsection{Summing over polarizations and directions}

The two polarization vectors and $\mathbf n$ form an orthonormal basis of space. The squared length of $\mathbf d_{fi}$ is the sum of its squared components in this basis, hence
\begin{equation}
\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon^*\cdot\mathbf d_{fi}|^2
=|\mathbf d_{fi}|^2-|\mathbf n\cdot\mathbf d_{fi}|^2 .
\label{polsum}
\end{equation}
For the integral over directions, $\int n_in_j\,d\Omega$ is needed. It vanishes for $i\ne j$, since reversing one axis changes its sign. The three diagonal integrals are equal by symmetry and add to $\int d\Omega=4\pi$. Each is therefore $4\pi/3$, and
\begin{equation}
\int\left(|\mathbf d_{fi}|^2-|\mathbf n\cdot\mathbf d_{fi}|^2\right)d\Omega
=\left(4\pi-\frac{4\pi}{3}\right)|\mathbf d_{fi}|^2
=\frac{8\pi}{3}|\mathbf d_{fi}|^2 .
\end{equation}
Multiplication by the factor in \eqref{direction} gives
\begin{equation}
W_{fi}=K\,|\mathbf d_{fi}|^2,\qquad
K=\frac{\omega^3}{3\pi\varepsilon_0\hbar c^3}.
\label{component}
\end{equation}

The final states $|J'M'\rangle$ are mutually orthogonal, so probabilities and not amplitudes are added over $M'$:
\begin{equation}
A(JM\to J')=K\sum_{M'}\sum_{i=x,y,z}
|\langle J'M'|d_i|JM\rangle|^2 .
\label{cartesian}
\end{equation}

\subsection{Spherical components}

Define
\begin{equation}
d_0=d_z,\qquad d_{\pm1}=\mp\frac{d_x\pm i d_y}{\sqrt2}.
\label{spherical}
\end{equation}
Let $X$ and $Y$ be the matrix elements of $d_x$ and $d_y$ between two given states. Then
\begin{equation}
\frac{|X+iY|^2}{2}+\frac{|X-iY|^2}{2}=|X|^2+|Y|^2,
\end{equation}
because the cross terms have opposite signs. The sum over $i$ in \eqref{cartesian} may therefore be replaced by a sum over $q=-1,0,1$.

The dipole operator is a vector, which means $[J_i,d_j]=i\sum_k\epsilon_{ijk}d_k$. In particular $[J_z,d_x]=id_y$ and $[J_z,d_y]=-id_x$, so that
\begin{equation}
[J_z,d_x\pm id_y]=id_y\pm d_x=\pm(d_x\pm id_y).
\end{equation}
Likewise, with $J_\pm=J_x\pm iJ_y$,
\begin{equation}
[J_\pm,d_z]=-id_y\mp d_x=\mp(d_x\pm id_y)=\sqrt2\,d_{\pm1}.
\end{equation}
For the remaining components, $[J_x,d_y]=id_z$ and $[J_y,d_x]=-id_z$ give $[J_\mp,d_{\pm1}]=\sqrt2\,d_0$ and $[J_\pm,d_{\pm1}]=0$. All cases are contained in
\begin{equation}
[J_z,d_q]=q\,d_q,\qquad
[J_\pm,d_q]=\sqrt{2-q(q\pm1)}\;d_{q\pm1}.
\label{commutators}
\end{equation}
These are the coefficients with which $J_z$ and $J_\pm$ act on a state $|1q\rangle$ of angular momentum 1. The minus sign in $d_{+1}$ is needed for this agreement.

\subsection{The Wigner--Eckart theorem}

Acting with a component of $\mathbf J$ on the vector $d_q|JM\rangle$ gives
\begin{equation}
J_\alpha d_q|JM\rangle=[J_\alpha,d_q]|JM\rangle+d_qJ_\alpha|JM\rangle .
\end{equation}
By \eqref{commutators} this is the rule for a product state $|JM\rangle|1q\rangle$. The combinations
\begin{equation}
|FN)=\sum_{Mq}\langle JM\,1q|FN\rangle\,d_q|JM\rangle
\end{equation}
formed with Clebsch--Gordan coefficients therefore behave under $\mathbf J$ as states of angular momentum $F$ and projection $N$. They need not be normalized. The coefficients form a real orthogonal matrix, so the relation can be inverted:
\begin{equation}
d_q|JM\rangle=\sum_{FN}\langle JM\,1q|FN\rangle\,|FN).
\end{equation}

Now take the overlap with $\langle J'M'|$. Eigenvectors of $\mathbf J^2$ and $J_z$ with different eigenvalues are orthogonal, so the term $F=J'$, $N=M'$ alone survives. Its overlap $\langle J'M'|J'M')$ does not depend on $M'$. To see this, write $c=\sqrt{J'(J'+1)-M'(M'+1)}$ and evaluate $\langle J'\,M'{+}1|J_+|J'M')$ in two ways. Acting to the right, $J_+$ gives $c\,\langle J'\,M'{+}1|J'\,M'{+}1)$. Acting to the left as $J_-$, it gives $c\,\langle J'M'|J'M')$. For $M'<J'$ the number $c$ is not zero, and the overlaps are equal. Calling their common value $R'$, one obtains
\begin{equation}
\langle J'M'|d_q|JM\rangle=\langle JM\,1q|J'M'\rangle\,R'.
\label{wecg}
\end{equation}
This is the Wigner--Eckart theorem for a vector operator. The coefficient vanishes unless $M'=M+q$ and unless $J$, 1 and $J'$ obey the triangle rule.

For the sum it is convenient to use the $3j$ symbol, defined through
\begin{equation}
\langle j_1m_1\,j_2m_2|j_3m_3\rangle=(-1)^{j_1-j_2+m_3}\sqrt{2j_3+1}
\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&-m_3\end{pmatrix}.
\label{threej}
\end{equation}
Exchanging two columns multiplies the symbol by $(-1)^{j_1+j_2+j_3}$. Applied to \eqref{wecg}, the definition supplies the sign $(-1)^{J-1+M'}$ and the exchange of the outer columns supplies $(-1)^{J+1+J'}$. Their product is $(-1)^{2J+J'+M'}$. It differs from $(-1)^{J'-M'}$ by $(-1)^{2J+2M'}$, which is $+1$: $M'=M+q$, and $J+M$ is an integer, so $J+M'$ is an integer. Thus
\begin{equation}
\langle J'M'|d_q|JM\rangle=(-1)^{J'-M'}
\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}\langle J'\|d\|J\rangle,
\label{we}
\end{equation}
with
\begin{equation}
\langle J'\|d\|J\rangle=\sqrt{2J'+1}\;R'.
\label{conventions}
\end{equation}

\subsection{The sum over sublevels}

Insert \eqref{we} into the rate. The sign has modulus one, and the reduced element can be taken outside the sum:
\begin{equation}
A(JM\to J')=K\,|\langle J'\|d\|J\rangle|^2
\sum_{M'q}\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}^{2}.
\label{beforesum}
\end{equation}
To evaluate the sum, couple $J'$ and 1 to a state of angular momentum $J$ and projection $N$. The coupled state is normalized, hence
\begin{equation}
\sum_{mq}\langle J'm\,1q|JN\rangle^2=1 .
\end{equation}
By \eqref{threej}, each term equals $(2J+1)$ times the square of the $3j$ symbol with lower row $m,q,-N$. Put $m=-M'$ and $N=-M$. Since $M'$ runs over a range symmetric about zero, the sum over $m$ is the sum over $M'$, and
\begin{equation}
\sum_{M'q}\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}^{2}=\frac{1}{2J+1}.
\label{orthogonality}
\end{equation}
This holds for every $M$ when the triangle rule is satisfied. Substitution in \eqref{beforesum} gives \eqref{result}.

The denominator belongs to the level that decays. Summing over the upper sublevels as well gives $2J+1$ equal contributions, so
\begin{equation}
S=\sum_{MM'q}|\langle J'M'|d_q|JM\rangle|^2=|\langle J'\|d\|J\rangle|^2 .
\label{strength}
\end{equation}
This quantity, the line strength, treats the two levels alike. The division by $2J+1$ singles out one upper sublevel.
\section{Meaning, hydrogen example and limits}

\subsection{Symbols and results carried over}

The upper level has quantum numbers $J,M$ and the lower level $J',M'$. The dipole components are $d_0=d_z$ and $d_{\pm1}=\mp(d_x\pm id_y)/\sqrt2$, and a component $d_q$ connects $M$ with $M'=M+q$. The Wigner--Eckart theorem reads
\[
\langle J'M'|d_q|JM\rangle=(-1)^{J'-M'}
\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}\langle J'\|d\|J\rangle .
\]
The squares of the $3j$ symbols, summed over $M'$ and $q$, give $1/(2J+1)$. With $S=|\langle J'\|d\|J\rangle|^2$ and $K=\omega^3/(3\pi\varepsilon_0\hbar c^3)$, the total rate is $A=KS/(2J+1)$. The rate per solid angle, summed over polarizations, is $3K/(8\pi)$ times $|\mathbf d_{fi}|^2-|\mathbf n\cdot\mathbf d_{fi}|^2$, where $\mathbf n$ is the direction of the photon.

\subsection{Rotational symmetry and superpositions}

The total rate can be written as the expectation value of $KG$, where
\begin{equation}
G=\sum_i d_iPd_i,\qquad P=\sum_{M'}|J'M'\rangle\langle J'M'| .
\end{equation}
The projector $P$ covers a whole level and commutes with $\mathbf J$. Therefore
\begin{equation}
[J_j,G]=i\sum_{ik}\epsilon_{jik}\left(d_kPd_i+d_iPd_k\right)=0,
\end{equation}
since the bracket is symmetric in $i$ and $k$ while $\epsilon_{jik}$ is antisymmetric. Within the upper level, commutation with $J_z$ makes $G$ diagonal in $M$, and commutation with $J_+$ makes neighbouring diagonal elements equal. Hence $G$ acts there as the number $S/(2J+1)$.

This extends the result to every normalized superposition $\sum_Mc_M|JM\rangle$. Its radiation pattern may depend on the phases of the $c_M$, but its total rate does not. Without repopulation, and with no coupling that mixes the sublevels among themselves, all sublevel populations decay with the same exponential, and their ratios stay fixed. A nuclear spin is such a coupling. In hydrogen $3d_{3/2}$ the hyperfine splitting, about 4.2 MHz, is not small against the natural width of 10.3 MHz: with unpolarized protons a ratio of 9 between $M=3/2$ and $M=1/2$ falls to about 8 after one lifetime and 4.4 after three. The total rate is unchanged, because $G$ is the same number for every state of the level.

\subsection{What does depend on $M$}

A component with $q=0$ has its dipole vector along $z$. If $\theta$ is the angle between $\mathbf n$ and the $z$ axis, then $|\mathbf n\cdot\mathbf d_{fi}|^2=|d_0|^2\cos^2\theta$. For $q=\pm1$ the $x$ and $y$ elements have equal moduli and a phase difference of $\pi/2$, so $|\mathbf n\cdot\mathbf d_{fi}|^2=|d_q|^2\sin^2\theta/2$. The patterns are
\begin{equation}
q=0:\ |d_0|^2\sin^2\theta,\qquad
q=\pm1:\ |d_q|^2\,\frac{1+\cos^2\theta}{2}.
\label{patterns}
\end{equation}
Here $d_q$ stands for the matrix element. The pattern from a sublevel depends on how its total strength is divided between $q=0$ and $q=\pm1$. Sublevels with different $|M|$ can divide it differently and then radiate differently.

For an equal mixture of all $M$ the pattern is isotropic. The normalization argument that gave $1/(2J+1)$, applied to the middle column of the $3j$ symbol, gives
\begin{equation}
\sum_{MM'}\begin{pmatrix}J'&1&J\\-M'&q&M\end{pmatrix}^{2}=\frac13
\label{third}
\end{equation}
for each $q$ when the triangle rule is satisfied. The three components then have equal strength, and $\sin^2\theta+2(1+\cos^2\theta)/2=2$ is independent of direction.

\subsection{Hydrogen: orbitals and frequency}

Consider $3d_{3/2}$ decaying to $2p_{1/2}$ and $2p_{3/2}$. The model uses nonrelativistic orbitals with the reduced mass $\mu$ and couples the electron spin to the orbital motion. Fine-structure and radiative shifts, the hyperfine coupling to the proton spin, relativistic changes of the orbitals and recoil are left out. Both lines then have the same frequency. The length unit is $a=a_0m_e/\mu=5.2947\times10^{-11}$ m, where $a_0$ is the Bohr radius, and $\mathbf d=-e\mathbf r$ with the relative coordinate $\mathbf r$.

The photon energy is
\begin{equation}
\hbar\omega=\frac{\mu c^2\alpha^2}{2}\left(\frac14-\frac19\right)=1.8887\ \text{eV},
\end{equation}
where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$. This means $\omega=2.8694\times10^{15}$ rad/s. The ratio $\omega a/c$ is $5.07\times10^{-4}$; with the mean radius $10.5\,a$ of the $3d$ orbital in place of $a$ it is $5.3\times10^{-3}$, which supports the long-wavelength assumption. Writing $K$ with $\alpha$ gives the rate per squared dipole $(ea)^2$:
\begin{equation}
K(ea)^2=\frac{4\alpha}{3}\,\omega\left(\frac{\omega a}{c}\right)^2
=7.1696\times10^{6}\ \text{s}^{-1}.
\end{equation}

With $r$ in units of $a$, the radial functions for $l=n-1$ are $R_n=N_nr^{n-1}e^{-r/n}$. Indeed, $u=r^ne^{-r/n}$ satisfies
\begin{equation}
\frac{u''}{u}=\left(\frac nr-\frac1n\right)^2-\frac n{r^2}
=\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2},
\end{equation}
which is the radial equation with energy $-1/(2n^2)$ in units of $\mu c^2\alpha^2$. Normalization gives $N_n^2=(2/n)^{2n+1}/(2n)!$. The radial integral is
\begin{align}
I&=N_2N_3\int_0^\infty r^6e^{-5r/6}\,dr\nonumber\\
&=\frac{(2/3)^{7/2}}{\sqrt{4!\,6!}}\;6!\left(\frac65\right)^7=4.7480 .
\end{align}

\subsection{Hydrogen: reduced elements}

One nonzero matrix element fixes each reduced element. Let $|lm\rangle$ be an orbital state and let arrows denote the spin. The upper state with $M=3/2$ must vanish under $J_+$. Since $J_+|22\rangle{\downarrow}=|22\rangle{\uparrow}$ and $J_+|21\rangle{\uparrow}=2|22\rangle{\uparrow}$, it is
\begin{equation}
|3d_{3/2},\tfrac32\rangle=\frac{2|22\rangle{\downarrow}-|21\rangle{\uparrow}}{\sqrt5}.
\end{equation}
In the same way, $J_+|10\rangle{\uparrow}=\sqrt2\,|11\rangle{\uparrow}$ leads to
\begin{equation}
|2p_{1/2},\tfrac12\rangle=\frac{\sqrt2\,|11\rangle{\downarrow}-|10\rangle{\uparrow}}{\sqrt3}.
\end{equation}

For $M=3/2\to M'=1/2$ the component is $q=-1$, with angular factor $n_{-1}=\sin\theta\,e^{-i\phi}/\sqrt2$, where $\theta,\phi$ are now the angles of $\mathbf r$. Integrating the spherical harmonics gives
\begin{equation}
\langle11|n_{-1}|22\rangle=-\sqrt{\tfrac25},\qquad
\langle10|n_{-1}|21\rangle=-\sqrt{\tfrac15}.
\end{equation}
The polar integrals behind these values are $\int_{-1}^1(1-x^2)^2dx=16/15$ and $\int_{-1}^1x^2(1-x^2)dx=4/15$. Spin is unchanged by the dipole operator, so
\begin{equation}
\langle2p_{1/2},\tfrac12|n_{-1}|3d_{3/2},\tfrac32\rangle
=-\frac{4}{5\sqrt3}-\frac{1}{5\sqrt3}=-\frac1{\sqrt3}.
\end{equation}
The squared dipole element is $I^2/3=7.5145$ in units of $(ea)^2$. No other sublevel of $2p_{1/2}$ can be reached from $M=3/2$. The squared $3j$ symbol is therefore the whole sum, $1/4$, and $S=4I^2/3=30.058$.

For $2p_{3/2}$ use $M=M'=3/2$ and $q=0$. The lower state is $|11\rangle{\uparrow}$, and $\langle11|\cos\theta|21\rangle=1/\sqrt5$. The angular element is $-1/5$, so the squared dipole element is $I^2/25=0.9017$. The required $3j$ symbol follows by applying the theorem to $\mathbf J$ itself. The total squared strength of $\mathbf J$ from one sublevel is $J(J+1)$, so its squared reduced element is $J(J+1)(2J+1)$. Since $\langle JM|J_z|JM\rangle=M$, one has for $J>0$
\begin{equation}
\begin{pmatrix}J&1&J\\-M&0&M\end{pmatrix}^{2}
=\frac{M^2}{J(J+1)(2J+1)} .
\label{diagonal}
\end{equation}
For $J=M=3/2$ this is $3/20$. Hence $S=(I^2/25)(20/3)=4I^2/15=6.0116$.

\subsection{Hydrogen: the sums for two sublevels}

The squared dipole elements, in units of $(ea)^2$, are as follows.
\begin{center}
\begin{tabular}{lccccc}
Lower level, $M$ & $M'=\frac32$ & $\frac12$ & $-\frac12$ & $-\frac32$ & Sum\\
$2p_{1/2}$, $M=\frac32$ & -- & 7.5145 & 0 & -- & 7.5145\\
$2p_{1/2}$, $M=\frac12$ & -- & 5.0096 & 2.5048 & -- & 7.5145\\
$2p_{3/2}$, $M=\frac32$ & 0.9017 & 0.6012 & 0 & 0 & 1.5029\\
$2p_{3/2}$, $M=\frac12$ & 0.6012 & 0.1002 & 0.8015 & 0 & 1.5029
\end{tabular}
\end{center}
A rotation by $\pi$ about the $x$ axis turns $|JM\rangle$ into $|J\,{-M}\rangle$ and $|J'M'\rangle$ into $|J'\,{-M'}\rangle$ up to phases, and $d_q$ into $-d_{-q}$; the squared $3j$ symbols are therefore unchanged when all projections are reversed. The second row has $3j$ squares $1/6$ and $1/12$. The first is half of the sum \eqref{third} for $q=0$, because $M=\pm1/2$ contribute equally; the second is the remainder of $1/4$. In the third row the squares are $3/20$ and $1/10$. In the last row they are $1/10$, $1/60$ and $2/15$: the first follows from the third row by exchanging columns and reversing all projections, the second from \eqref{diagonal}, and the third is the remainder.

The two partial rates are
\begin{align}
A_{1/2}&=7.1696\times10^6\times7.5145=5.388\times10^7\ \text{s}^{-1},\\
A_{3/2}&=7.1696\times10^6\times1.5029=1.078\times10^7\ \text{s}^{-1}.
\end{align}
Before rounding, they add to $6.465\times10^7$ s$^{-1}$. In this model no other lower level is reached by an electric dipole transition, since the triangle rule for $l$ excludes $s$ states. The lifetime is 15.47 ns for every $M$.

The directional rates differ. For the line to $2p_{1/2}$, emission along $z$ is $6.43\times10^6$ s$^{-1}$ sr$^{-1}$ from $M=3/2$ and $2.14\times10^6$ from $M=1/2$. Along $x$ the values are $3.22\times10^6$ and $5.36\times10^6$. By \eqref{patterns}, $M=3/2$ emits with $q=-1$, which is strongest along $z$. Two thirds of the strength from $M=1/2$ has $q=0$, which gives nothing along $z$. A detector that covers a small solid angle and accepts both polarizations equally therefore compares these sublevels with unequal weights, except at $\cos^2\theta=1/3$, where both patterns in \eqref{patterns} equal $2/3$ of the squared element. Behind a linear polarizer the weights in general differ at that angle too: their ratio is $1/3$ for polarization in the plane of $\mathbf n$ and $z$, and $3$ for polarization perpendicular to it. In real hydrogen the hyperfine coupling mixes $M$ during the decay and shifts the two rates along $z$, averaged over the decay, to about $6.3\times10^6$ and $2.3\times10^6$ s$^{-1}$ sr$^{-1}$.

\subsection{When the rate depends on $M$}

If the lower sublevels are split, the components from one $M$ can have different frequencies, and $K$ must stay inside the sum. If only the upper sublevels are split, $K$ can still be taken outside, but its value depends on $M$. As an artificial case, let the frequency to $2p_{1/2}$ be $\omega(1-xM')$ with $x=0.001$, and leave the dipole elements unchanged. The rate from $M$ is multiplied by the strength-weighted mean of $(1-xM')^3$, which is $1-3x\langle M'\rangle$ to first order. From $M=3/2$, $\langle M'\rangle=1/2$; from $M=1/2$, it is $\frac23\cdot\frac12-\frac13\cdot\frac12=\frac16$. Without the first-order approximation the factors are 0.9985 and 0.9995. A real external field can also mix different levels, and then the dipole elements change as well. In hydrogen this matters at weak fields: $3p_{3/2}$ is nearly degenerate with $3d_{3/2}$ and decays about three times faster, and an electric field along $z$ couples the two with an element proportional to $M$. A two-level estimate at 1 V/cm gives lifetimes near 14 ns for $|M|=3/2$ and near 15.3 ns for $|M|=1/2$.

An anisotropic environment has a similar effect. Suppose a structure symmetric about $z$ multiplies the emission with component $q$ by $w_q$. For the line to $2p_{1/2}$, the factor $1/4$ becomes $w_{-1}/4$ from $M=3/2$ and $w_0/6+w_{-1}/12$ from $M=1/2$. These agree when $w_0=w_{-1}$ and differ otherwise.

\subsection{Use in a program}

For each lower level, compute $K$ with the frequency of that line, multiply by $S/(2J+1)$, and add the results. If $S$ was obtained by summing over both $M$ and $M'$, the division by $2J+1$ is still required. If the squares were summed over $M'$ and $q$ for one $M$, it has already been made.

A reduced element from another source must be accompanied by its convention. If the theorem is written as $\langle JM\,1q|J'M'\rangle R'$, then $S=(2J'+1)|R'|^2$ and
\begin{equation}
A=K\,\frac{2J'+1}{2J+1}\,|R'|^2 .
\end{equation}
For the line to $2p_{1/2}$, $|R'|^2=30.058/2=15.029$, and the factor $2/4$ restores 7.5145. Using $|R'|^2$ as if it were $S$ would make the rate too small by a factor of two. Dividing $S$ by $2J'+1$ instead of $2J+1$ would make it too large by the same factor. The line to $2p_{3/2}$ cannot reveal the second error, because there $J'=J$.
